\section*{Mirror selection rules for flexural phonons in flat and buckled honeycomb crystals, part 2}

In a flat sheet the mirror $\sigma_h: z\to-z$ gives each phonon branch $\nu$ a parity, $\sigma_he_\nu=\eta_\nu e_\nu$, with $\eta=-1$ for the flexural ZA and ZO and $+1$ for in-plane branches. Modes are $u_i=e_\kappa e^{i\mathbf q\cdot\mathbf x_i}$, $\kappa=A,B$. The vertex $V$ is the mixed $n$-th derivative of the energy per cell along $n$ unit-normalized modes. The electron vertex $g$ comes from $\delta H_\nu$, the term linear in mode $\nu$, between bands of parity $\eta_n$. Reflecting everything at once gives
\begin{equation}
V(1,\dots,n)=\eta_1\eta_2\cdots\eta_n\,V(1,\dots,n).
\end{equation}
\begin{equation}
g_{mn}^\nu\equiv\langle m,\mathbf k+\mathbf q|\delta H_\nu|n,\mathbf k\rangle=\eta_m\eta_\nu\eta_n\,g_{mn}^\nu .
\end{equation}
Vertices with product $-1$ therefore vanish. We now ask what buckling changes.

The model honeycomb lattice, fitted to no material, has constant $a=2.5$~\AA, in-plane bond projection $b=a/\sqrt3$, cell area $A_c=\sqrt3a^2/2$ and atomic mass $M=12$~u. $A$ sits at $z=+d/2$ and $B$ at $-d/2$, with $d=0$ or $0.3$~\AA\ (the structure of silicene). Morse springs ($\alpha=2$~\AA$^{-1}$) act on first and second neighbours, with $k_1=25$ and $k_2=5$~eV/\AA$^2$; $\delta r$ is a length change. Each atom adds $\frac12k_p(|p|-3d)^2$, $k_p=1$~eV/\AA$^2$, where $p$ is the scaled triple product of its bond vectors:
\begin{equation}
|p|=3\times\text{height}\times\frac{\text{area}}{\text{equilibrium area}} .
\label{eq:p}
\end{equation}
Height and area refer to the atom's neighbour triangle.

Hoppings $t$ scale as $\exp[-\beta(r/r_0-1)]$, with $\beta=3$ and $r_0$ the equilibrium distance. The $\pi$ model has one orbital per atom and first- and second-neighbour hoppings $-t_1,-t_2$, with $t_1=3$, $t_2=0.3$~eV; $f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$ runs over the three $A\to B$ bonds $\boldsymbol\delta_j$. The nearest-neighbour $sp^3$ model has $\epsilon_s=-9$, $\epsilon_p=0$, $V_{ss}=-7$, $V_{sp}=6$, $V_{pp\sigma}=5$, $V_{pp\pi}=-3$~eV. Spin--orbit coupling is $\lambda\,\mathbf L\cdot\mathbf S$; in the table, ``same-label'' means equal $\mu=\eta s_z$, with $s_z$ the spin Pauli matrix. ``Frozen ZO'' moves $A$ up and $B$ down by $u$. ``The check'' is a numerical calculation on these models that imposes no parity.

\section{Buckling}

\noindent Q: In silicene the mirror is gone. Does the coupling switch on abruptly?

\noindent A: No. The lattice with buckling $-d$ is the mirror image of the one with $+d$. Follow non-degenerate modes and bands smoothly from $d=0$, so that $\sigma_he_\nu(d)=\eta_\nu e_\nu(-d)$ with $\eta_\nu$ the flat-lattice label. The argument above then relates two structures, $V(d)=\eta_1\cdots\eta_nV(-d)$, and likewise for $g$. A formerly forbidden vertex is odd in $d$, hence linear at small $d$ unless that coefficient happens to vanish. Doubling $d$ from $0.005$ to $0.01$~\AA\ multiplies the three-ZA vertex by $2.000$ and the ZA intraband vertex by $1.999$. The same reasoning holds with $d$ replaced by any mirror-odd parameter, such as a normal electric field, which is how a gate or a substrate lifts the rule in graphene.

\noindent Q: With the mirror lost I would expect an ordinary deformation potential, linear in $q$. Is that what ZA has?

\noindent A: Not in a stress-free sheet without spin--orbit coupling, which is left out of the derivations from here on. At order $q$ the wave $h=h_0e^{i\mathbf q\cdot\mathbf x}$ is a local slope, and a slope can be produced by a rigid rotation $u=\boldsymbol\Omega\times\mathbf x$. Its $z$ component $\Omega_xy-\Omega_yx$ gives $\partial_xh=-\Omega_y$ and $\partial_yh=\Omega_x$. With $\Omega_z=0$ its in-plane components are $u_x=\Omega_yz$ and $u_y=-\Omega_xz$, that is
\begin{equation}
u_\parallel=-z\nabla h,\qquad e_\parallel(A)=-i\mathbf q\,\frac d2\,e_z(A).
\end{equation}
This pattern changes no internal coordinate at order $q$, so the lowest branch adopts it, and the check tests this ratio at $q=10^{-3}$~\AA$^{-1}$. Rotating a bond rotates its hopping block, $\delta t=[\Lambda,t]$, with $\Lambda$ the angle times the orbital generator. With the local $\Lambda_i\propto qe^{i\mathbf q\cdot\mathbf x_i}$ on each site, $\delta t_{ij}=\Lambda_it_{ij}-t_{ij}\Lambda_j+O(q^2)$. The on-site energies commute with $\Lambda$, so $\delta H=[\Lambda,H]+O(q^2)$ and $\langle f|[\Lambda,H]|i\rangle=(E_i-E_f)\Lambda_{fi}$, which vanishes for elastic scattering.

The mode has no other part that could couple before order $q^3$, except through curvature. Inversion about a bond midpoint followed by complex conjugation maps $e_\kappa$ to $-e_{\bar\kappa}^*$ at the same $\mathbf q$, where $\bar\kappa$ is the other sublattice, so the phase can be fixed by $e_B=e_A^*$. The common (acoustic) part is real and the relative (optical) part is imaginary. The dynamical matrix is a series in $i\mathbf q$ with real coefficients, so acoustic and optical parts are linked by odd powers and acoustic parts among themselves by even powers. The optical admixture is the order-$q$ rotation plus $O(q^3)$. The link of $h$ to in-plane acoustic motion has no $q^2$ term, because the rotation costs no energy at that order. It starts at $q^4$ against a stiffness of order $q^2$, giving $u\sim q^2h$ and a strain of order $q^3$.

\noindent Q: What form does the curvature coupling take near the Dirac point?

\noindent A: Take $\mathbf K=(4\pi/3a,0)$ and bonds $(\pm a/2,\,a/2\sqrt3)$, $(0,-a/\sqrt3)$, with phases $e^{\pm2\pi i/3}$ and $1$ that sum to zero. To first order in $\mathbf k$ measured from $\mathbf K$, $f=i\sum_je^{i\mathbf K\cdot\boldsymbol\delta_j}\mathbf k\cdot\boldsymbol\delta_j$. The $x$ part is $ik_x\frac a2(i\sqrt3)$ and the $y$ part is $ik_y(-\frac{a}{2\sqrt3}-\frac a{\sqrt3})$, so $H_{AB}=-t_1f=\hbar v(k_x+ik_y)$ with $\hbar v=\sqrt3at_1/2$. The conduction state at angle $\phi$ is $(1,e^{-i\phi})/\sqrt2$.

A locally uniform curvature adds a $\mathbf k$-independent Hermitian $2\times2$ matrix $W$. Time reversal conjugates it and changes the valley. Inversion exchanges $A$ and $B$ and changes the valley back. Together they give $W\to\sigma_xW^*\sigma_x$, under which $1,\sigma_x,\sigma_y$ are even and $\sigma_z$ is odd. Curvature is even under time reversal and odd under inversion, since $h(\mathbf x)\to-h(-\mathbf x)=-h(\mathbf x)$ for quadratic $h$. Hence $W\propto\sigma_z$. This matrix is invariant under the threefold rotation, which the traceless part of $\partial_i\partial_jh$ is not, so the coefficient is $\nabla^2h=-q^2h$. With $\theta=\phi'-\phi$, $\langle\mathbf k'|\sigma_z|\mathbf k\rangle=\frac12(1-e^{i\theta})$, and
\begin{equation}
|g|\to D\,q^2\,|\sin(\theta/2)|\quad\text{per unit height},
\label{eq:g}
\end{equation}
with relative corrections of order $k$ from terms $q^3$ and $q^2k$. The coupling is a local mass term, largest for backscattering.

In the $\pi$ model $D$ has a closed form. First-neighbour hopping is off-diagonal and cannot give $\sigma_z$. The rotation field strains the two sublattices oppositely, $\mathrm{tr}\,\varepsilon_A=-\frac d2\nabla^2h=+\frac d2q^2h=-\mathrm{tr}\,\varepsilon_B$. An $A$--$A$ bond along $\hat n$ lies in a plane, so heights do not change it at first order and $\delta r=a\,\hat n\cdot\varepsilon\cdot\hat n$. Its hopping $-t_2e^{-\beta(r/a-1)}$ has slope $+\beta t_2/a$. The phases $\mathbf K\cdot\mathbf a$ are $\pm2\pi/3$ modulo $2\pi$, so each pair $\pm\mathbf a$ gives $2\cos(2\pi/3)=-1$, and $\sum\hat n\hat n$ over three directions $60^\circ$ apart is $\frac32$ times the unit matrix. Then
\begin{align}
\delta H_{AA}&=-\tfrac32\beta t_2\,\mathrm{tr}\,\varepsilon_A=-\tfrac34\beta t_2d\,q^2h=-\delta H_{BB},\\
D&=\tfrac34\beta t_2d=0.75\times3\times0.3\times0.3=0.2025~\text{eV\,\AA}.
\end{align}
The lattice vertex, evaluated between states of equal energy and extrapolated linearly to the Dirac point, reproduces this within $0.2\%$ of $D$ at four pairs of angles. In the $sp^3$ model no closed form is derived. The four pairs give a common value within $0.3\%$ of their mean, $D=0.414$~eV\,\AA, which tests Eq.~(\ref{eq:g}) where orbitals have direction and $\Lambda\neq0$.

\section{The size of the effect}

\noindent Q: ZA is very soft and heavily occupied at small $q$. Does the rate blow up?

\noindent A: That depends on the bending rigidity $\kappa$, defined by an energy per cell $\frac12\kappa A_cc^2$ for curvature $c=\partial_x^2h$. A first-neighbour length is even under inversion about its midpoint and curvature is odd, so it does not change at order $c$. For the $p$ term at $A$, the height above the $B$ triangle changes by $h_A-\langle h_B\rangle=-\frac12c\langle\delta_x^2\rangle=-b^2c/4$, and the triangle area by the fraction $\mathrm{tr}\,\varepsilon_B=+dc/2$. Equation~(\ref{eq:p}) gives $\delta|p_A|=3(-b^2c/4)+3d(dc/2)$, and $B$ has the opposite sign, so the two atoms cost $k_p(3b^2/4-3d^2/2)^2c^2$. Each sublattice has three second-neighbour springs per cell with $\delta r=a\varepsilon\cos^2\varphi$ and $|\varepsilon|=dc/2$. Since $\cos^4\varphi=\frac38+\frac12\cos2\varphi+\frac18\cos4\varphi$ and the cosines cancel over the three directions, $\sum\cos^4\varphi=\frac98$, and both sublattices cost $2\cdot\frac12k_2a^2\cdot\frac98\cdot\frac{d^2c^2}4=\frac9{32}k_2a^2d^2c^2$. Dividing the total by $\frac12A_cc^2$ and using $a^2/A_c=2/\sqrt3$,
\begin{equation}
\kappa=\frac{2k_p}{A_c}\Big(\frac{3b^2}4-\frac{3d^2}2\Big)^2+\frac{3\sqrt3}8k_2d^2 .
\end{equation}
For $d=0$ this is $2\times1.5625^2/5.4127=0.902$~eV. For $d=0.3$~\AA\ it is $2\times(1.5625-0.135)^2/5.4127+0.6495\times5\times0.09=0.753+0.292=1.045$~eV. Both agree with the lattice frequencies within $0.1\%$. With mass density $\rho=2M/A_c$, the dispersion is $\rho\omega^2=\kappa q^4$.

For a sheet of area $S$, $h(\mathbf x)=\sum_{\mathbf q}\sqrt{\hbar/2\rho S\omega}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf x}$. When $\hbar\omega\ll E$, absorption (weight $n$) and emission (weight $n+1$) reach the same final states, and when $\hbar\omega\ll k_BT$, $2n+1\to2k_BT/\hbar\omega$. So
\begin{equation}
|\mathcal M|^2=\frac{\hbar}{2\rho S\omega}\,\frac{2k_BT}{\hbar\omega}\,D^2q^4\sin^2\frac\theta2=\frac{k_BT\,D^2}{\kappa S}\sin^2\frac\theta2 .
\end{equation}
The $q^4$ of the coupling cancels the $q^4$ of $\rho\omega^2$, and nothing diverges. For elastic scattering on an isotropic cone the transport rate is the golden rule weighted by $1-\cos\theta$. Within one valley and one spin, $\sum_{\mathbf k'}\delta(E-\hbar vk')=S\int k'dk'\,d\theta\,\delta(E-\hbar vk')/(2\pi)^2$, which is $SE/[2\pi(\hbar v)^2]$ times an angular average. Using $\sin^2(\theta/2)=(1-\cos\theta)/2$, the average is $\frac12\langle1-2\cos\theta+\cos^2\theta\rangle=\frac12(1+\frac12)=\frac34$. Therefore
\begin{equation}
\frac1\tau=\frac{2\pi}\hbar\,\frac{k_BT D^2}{\kappa}\,\frac{E}{2\pi(\hbar v)^2}\,\frac34=\frac{3k_BT\,D^2E}{4\hbar\,\kappa\,(\hbar v)^2}.
\label{eq:rate}
\end{equation}
This is lowest order in the coupling, intravalley, for a harmonic stress-free sheet, and leading order in $k$. As $d\to0$, $D\propto d$ while $\kappa$ stays finite, so the rate falls as $d^2$ and is zero in the flat lattice.

\noindent Q: What does it come to at room temperature and a modest doping?

\noindent A: Take $E=0.1$~eV and $T=300$~K, so $k_BT=25.85$~meV. In the $\pi$ model $\hbar v=\sqrt3\times2.5\times3/2=6.495$~eV\,\AA\ and $k=0.1/6.495=0.0154$~\AA$^{-1}$. The largest transfer is $q=2k$, where the ZA energy is $0.030$~meV, far below both $E$ and $k_BT$, so the two approximations hold. The harmonic dispersion is a separate assumption and is weaker here. In a free sheet, anharmonic coupling of bending to stretching renormalizes $\kappa$ upward below $q^*\sim\sqrt{3k_BTY/16\pi\kappa^2}$, with $Y$ the two-dimensional Young modulus. For this lattice at $300$~K that is of order $0.1$~\AA$^{-1}$, above $2k\approx0.03$~\AA$^{-1}$. Tension also stiffens ZA at small $q$. The numbers below are therefore those of the harmonic, stress-free model. Then
\begin{equation}
\frac\hbar\tau=\frac{3\times0.02585\times0.2025^2\times0.1}{4\times1.0452\times6.4952^2}=\frac{3.18\times10^{-4}}{176.4}=1.80\times10^{-6}~\text{eV},
\end{equation}
which is $1/\tau=2.74\times10^9$~s$^{-1}$, or $\tau\approx370$~ps. The $sp^3$ model has $D=0.4139$~eV\,\AA\ and $\hbar v=5.7987$~eV\,\AA, so its rate is larger by $(0.4139/0.2025)^2(6.4952/5.7987)^2=5.24$, giving $1.44\times10^{10}$~s$^{-1}$, or $\tau\approx70$~ps.

Quadrature of the lattice vertex over the true constant-energy contour, with the true frequencies and Bose factor and for one initial direction, $0.3$~rad from the $x$ axis, gives $3.6\times10^9$ and $1.77\times10^{10}$~s$^{-1}$ (about $280$ and $57$~ps). These exceed Eq.~(\ref{eq:rate}) by $32\%$ and $23\%$ of the formula value, so the leading-order result is already rough at $0.1$~eV. The excess depends on the initial direction. Between $0$ and $\pi/3$ it runs from $31\%$ to $37\%$ in the $\pi$ model and from $26\%$ down to $14\%$ in the $sp^3$ model. The ratio of lattice to formula is $1.0060$ and $1.0030$ at $2$ and $1$~meV in the $\pi$ model, and $1.0044$ and $1.0022$ in the $sp^3$ model. The excess halves with $E$, as a relative correction of order $k$ must, and the check tests that the linear extrapolation to $E=0$ lies within $1\%$ of unity. Continuing those slopes to $0.1$~eV gives $1.30$ and $1.22$, most of the observed excess. The same quadrature in the flat $sp^3$ lattice returns $2\times10^{-12}$~s$^{-1}$, which is rounding noise.

The factor of five between two electronic models on one lattice shows that the size of the rate depends on the model. What carries over to free-standing, ungated silicene is what follows from symmetry. A substrate or a gate field removes the rotational invariance and the inversion used below, and the form of the coupling is then not fixed by this argument. Without spin--orbit coupling, the power $q^2$ and the factor $\sin(\theta/2)$ follow from rotational invariance, time reversal, inversion and the threefold axis. In the buckled $sp^3$ model, at energies well above the spin--orbit gap, spin--orbit coupling adds a spin-flip element approximately proportional to $\lambda q|\sin(\theta/2)|$, linear in $q$ at fixed scattering angle. It is not derived here, it lies outside the rate above, and its ratio to Eq.~(\ref{eq:g}) grows as $1/q$. The value of $D$, and with it the times above, belong to these models.

\section*{Table of computed values}
\begin{verbatim}
a = 2.5 A, b = 1.4434 A, cell area = 5.4127 A^2, M = 12.0 u, d = 0 or 0.3 A
k1 = 25.0, k2 = 5.0, kp = 1.0 eV/A^2, Morse alpha = 2.0 1/A
t1 = 3.0 eV, t2 = 0.3 eV, beta = 3.0
es = -9.0, Vss = -7.0, Vsp = 6.0, Vpps = 5.0, Vppp = -3.0 eV (ep = 0)
q1 = [0.31 0.12], q2 = [-0.08  0.37], q4 = [ 0.17 -0.29] 1/A; umklapp pair [1.1 0.5], [0.9 0.7] 1/A
flat hw(q1) = [  3.18  20.9   45.08 108.81 162.98 163.33] meV; parity [-1  1  1 -1  1  1]
buckled hw(q1) = [  3.4   20.9   41.95 119.22 159.63 160.36] meV
buckled z weight(q1) = [0.9976 0.     0.0218 0.9782 0.     0.0023]
flat ZO at Gamma = 112.0 meV
d = 0.0 A: kappa formula = 0.9021 eV, lattice = 0.9021 eV
d = 0.3 A: kappa formula = 1.0452 eV, lattice = 1.0452 eV
cubic normal: zeros flat 104 of 216 (max 9e-13), buckled 0
cubic umklapp: zeros flat 104 of 216 (max 4e-13), buckled 0
quartic: zeros flat 640 of 1296 (max 3e-11), buckled 0
cubic partners of a ZA leg that vanish (flat): 20 of 36
|V| ZA ZA ZA: flat 7.6e-16, buckled 0.0029 eV/A^3
|V| ZA TA TA: flat 1.5e-14, buckled 0.0559 eV/A^3
|V| ZA ZA TA: flat 0.0506, buckled 0.0529 eV/A^3
|V| ZA ZA ZA ZA flat: 0.5033 eV/A^4
ZA ZA ZA vertex, d = 0.01 over d = 0.005 A: 2.0001
electron test point: k-K = [0.1  0.05], q = [0.15 0.11] 1/A
ZA band pairs with zero vertex: flat 40 of 64, buckled 0
|g| ZA pi*-pi*: flat 7.7e-16, buckled 0.00488 eV/A
|g| ZA pi*-pi flat 9.0e-16; largest sigma-pi* flat 0.9341 eV/A
|g| TA pi*-pi* flat 0.0002 eV/A
ZA intraband vertex, d = 0.01 over d = 0.005 A: 1.9994
frozen ZO, buckled sp3: dE(pi*)/du = -8.2647 eV/A
frozen ZO, flat pi: t1|f| = 0.7192 eV, E'' = -4.1424 eV/A^2
lam = 0.005 eV: ZA same-label 7e-16, spin-flip 3.275e-05 eV/A
lam = 0.01 eV: ZA same-label 7e-16, spin-flip 6.551e-05 eV/A
pi model: hbar v = 6.4952 eV A, D formula = 0.2025, lattice = 0.2025 eV A
sp3 model buckled: hbar v = 5.7987 eV A, D = 0.4139 eV A
pi: lattice/formula rate at 2 and 1 meV = 1.0060, 1.0030
pi: 1/tau formula = 2.739e+09 1/s, lattice = 3.625e+09 1/s
pi: tau formula = 365.1 ps, lattice = 275.9 ps
sp3: lattice/formula rate at 2 and 1 meV = 1.0044, 1.0022
sp3: 1/tau formula = 1.436e+10 1/s, lattice = 1.770e+10 1/s
sp3: tau formula = 69.7 ps, lattice = 56.5 ps
E = 0.1 eV, T = 300.0 K, kT = 25.85 meV, kF (pi) = 0.01540 1/A
buckled ZA energy at q = 2kF: 0.02976 meV
flat sp3 one-ZA rate (rounding noise only): 2e-12 1/s
\end{verbatim}
